# Correlated Gaussians under permutations and Young projection with N! terms

## The result

Let $N$ electrons have positions $r=(r_1,\dots,r_N)^T$, a column whose entries are three-dimensional vectors. A correlated Gaussian is

$$\phi_A(r)=\exp\Big(-\sum_{ij}A_{ij}\,r_i\cdot r_j\Big)=e^{-r^TAr},$$

with $A$ real, symmetric and positive definite. For every invertible real $N\times N$ matrix $P$,

$$\phi_A(Pr)=\phi_{P^TAP}(r). \tag{1}$$

A permutation is one such change of coordinates. Let $T_\sigma$ be the matrix that carries particle label $j$ to $\sigma(j)$, and let $(\sigma\phi)(r)=\phi(T_\sigma^{-1}r)$. Then $P=T_\sigma^{-1}=T_\sigma^T$, and $\sigma\phi_A=\phi_{T_\sigma AT_\sigma^T}$.

Let $H$ be free of spin and commute with all permutations. For total spin $S$ there is a Hermitian Young projector $e=\sum_\sigma e_\sigma\sigma$ such that

$$\langle e\phi_k|H|e\phi_l\rangle=\sum_{\sigma}e_\sigma\,\langle\phi_{A_k}|H|\phi_{T_\sigma A_lT_\sigma^T}\rangle=f\,\langle\Psi_k|H|\Psi_l\rangle. \tag{2}$$

Here $\Psi_k$ is the antisymmetrized product of $\phi_k$ with a spin function $\chi$, and $f$ is the number of independent spin functions of spin $S$ with $M=S$. The sum has at most $N!$ terms, each an ordinary Gaussian integral. Expanding both projected functions separately would give up to $(N!)^2$. The overlap obeys (2) with $H$ replaced by 1, so the factor $f$ cancels in the generalized eigenvalue problem.

## The Gaussian ingredient

Equation (1) is what turns each term of (2) into a Gaussian integral, whichever derivation leads to the sum. Inserting $Pr$ gives $(Pr)^TA(Pr)=r^T(P^TAP)r$. The new matrix is symmetric, and $v^TP^TAPv=(Pv)^TA(Pv)>0$ for $v\neq0$, because $Pv\neq0$. If $P$ is singular the form survives, but the function is constant along some direction and cannot be normalized. A shifted Gaussian keeps its form too: since $Pr-s=P(r-P^{-1}s)$, its centre moves to $P^{-1}s$. Changing variables once for each Cartesian component multiplies the squared norm by $|\det P|^{-3}$, which is 1 for a permutation.

The same holds when the overall translation has been removed. Let $x=Wr$ be $N-1$ independent internal coordinates, with $Wu=0$ for $u=(1,\dots,1)^T$. Since $T_\sigma^{-1}u=u$, the matrix $WT_\sigma^{-1}$ also annihilates $u$, which spans the kernel of $W$. Hence $WT_\sigma^{-1}=Q_\sigma W$ for some square $Q_\sigma$, and a Gaussian in $x$ with matrix $B$ goes to $Q_\sigma^TBQ_\sigma$. Adding the row $u^T$ to $W$ gives an invertible matrix $M$ with $MT_\sigma^{-1}=\mathrm{diag}(Q_\sigma,1)M$, so $\det Q_\sigma=\det T_\sigma^{-1}=\varepsilon(\sigma)$, the sign of the permutation. Norms are kept although $Q_\sigma$ need not be orthogonal. For $x_1=r_2-r_1$ and $x_2=r_3-r_1$, exchanging particles 1 and 2 gives $x_1\to-x_1$ and $x_2\to x_2-x_1$, so

$$Q=\begin{pmatrix}-1&0\\-1&1\end{pmatrix}.$$

The integrals are needed for one Hamiltonian, electrons in a harmonic trap. In Rydberg units ($\hbar=1$, $m=1/2$, $e^2=2$),

$$H=\sum_i\Big(-\nabla_i^2+\frac{\omega^2}{4}r_i^2\Big)+\sum_{i<j}\frac{2}{r_{ij}} .$$

Put $C=A+B$ and $D=C^{-1}$. Diagonalizing $C$ by a rotation of the particle labels gives $\langle\phi_A|\phi_B\rangle=(\pi^N/\det C)^{3/2}$. With weight $e^{-r^TCr}$ it also gives the mean $\overline{r_i\cdot r_j}=\tfrac32D_{ij}$, since each of the three components contributes $\tfrac12D_{ij}$. The remaining integrals, divided by the overlap, are as follows.

- Kinetic: integration by parts turns $-\nabla_i^2$ into $\nabla_i\phi_A\cdot\nabla_i\phi_B$, and $\nabla_i\phi_A=-2\sum_jA_{ij}r_j\phi_A$. The result is $4\sum_{ijk}A_{ij}B_{ik}\tfrac32D_{jk}=6\,\mathrm{tr}(ADB)$.
- Trap: $\tfrac{\omega^2}{4}\cdot\tfrac32\,\mathrm{tr}D=\tfrac{3\omega^2}{8}\mathrm{tr}D$.
- Repulsion: $r_{ij}$ has density proportional to $e^{-r_{ij}^2/\beta}$ with $\beta=D_{ii}+D_{jj}-2D_{ij}$. The mean of $1/r_{ij}$ is $\int re^{-r^2/\beta}dr\big/\int r^2e^{-r^2/\beta}dr=(\beta/2)/(\sqrt\pi\beta^{3/2}/4)=2/\sqrt{\pi\beta}$. Each pair therefore gives $4/\sqrt{\pi\beta}$.

A permuted Gaussian enters these formulas through its matrix alone. Each term costs a determinant, an inverse and sums over particles, so its cost is polynomial in $N$. For $K$ basis functions the work is at most $K^2N!$ times that polynomial; for some spins part of the weights $e_\sigma$ vanish (for $N=5$, $S=3/2$, 84 of the 120 are nonzero). The factorial remains, and it limits the method to few electrons.

## First derivation: remove the spin

Let $p=N/2-S$. Take $\chi$ to be $p$ singlet pairs, $(12),(34),\dots$, times $\alpha$ spins for the rest. The raising operator $S_+$ annihilates each singlet and each $\alpha$, and $M=S$, so $\chi$ has total spin $S$. The antisymmetrizer

$$\mathcal A=\frac1{N!}\sum_\sigma\varepsilon(\sigma)\,\sigma_{\rm space}\sigma_{\rm spin}$$

satisfies $\mathcal A^2=\mathcal A=\mathcal A^\dagger$ and commutes with $H$. With $\Psi_k=\mathcal A(\phi_k\chi)$, one antisymmetrizer can be moved through $H$ and absorbed in the other:

$$\langle\Psi_k|H|\Psi_l\rangle=\langle\phi_k\chi|H\mathcal A|\phi_l\chi\rangle=\frac1{N!}\sum_\sigma\varepsilon(\sigma)\langle\chi|\sigma\chi\rangle\langle\phi_k|H|\sigma\phi_l\rangle. \tag{3}$$

The last step separates space from spin, which is allowed because $H$ does not act on $\chi$. This is already a single sum.

Its weights form a Young operator. Arrange the labels in a tableau whose rows are the singlet pairs, followed by rows of one unpaired label each. The first column is $1,3,5,\dots$ together with the unpaired labels; the second is $2,4,\dots,2p$. Let $R$ and $C$ now denote the groups of permutations that preserve every row and every column, with orders $|R|=2^p$ and $|C|=(N-p)!\,p!$. Define

$$s=\frac1{|R|}\sum_{q\in R}q,\qquad a=\frac1{|C|}\sum_{g\in C}\varepsilon(g)g .$$

Let $\theta$ have $\alpha$ in the first column and $\beta$ in the second. Then $\langle\theta|g\theta\rangle$ is 1 for $g\in C$ and 0 otherwise. The function $\chi$ is the normalized form of $s^-\theta$, where $s^-=|R|^{-1}\sum_{q\in R}\varepsilon(q)q$. This $s^-$ is Hermitian and idempotent, so $\|s^-\theta\|^2=\langle\theta|s^-\theta\rangle=1/|R|$, the identity being the one element common to $R$ and $C$. Therefore

$$\langle\chi|\sigma\chi\rangle=|R|\langle\theta|s^-\sigma s^-\theta\rangle=\frac1{|R|}\sum_{q,q'\in R}\varepsilon(q)\varepsilon(q')\langle\theta|q\sigma q'\theta\rangle .$$

Multiply by $\varepsilon(\sigma)\sigma$, sum over $\sigma$, and set $g=q\sigma q'$. Then $\sigma=q^{-1}gq'^{-1}$ and $\varepsilon(\sigma)=\varepsilon(q)\varepsilon(g)\varepsilon(q')$, so the signs of $q$ and $q'$ cancel:

$$\Lambda\equiv\sum_\sigma\varepsilon(\sigma)\langle\chi|\sigma\chi\rangle\sigma=\frac1{|R|}\sum_{q,q'\in R}\sum_{g\in C}\varepsilon(g)\,q^{-1}gq'^{-1}=|R||C|\,sas. \tag{4}$$

The spin function antisymmetric in each pair has become a spatial operator symmetric in each pair. With $e=(f/N!)\Lambda$, equation (3) is the second equality in (2).

One $\chi$ is enough. Let $V$ be the space of spin functions with spin $S$ and $M=S$. The sum $\sum_{g\in C}g\chi$ is symmetric within the $\alpha$ set and within the $\beta$ set of $\theta$, so these sets have their maximal spins $(N-p)/2$ and $p/2$. Two such spins couple to spin $S$ and $M=S$ in one way. The projection of $\theta$ onto $V$ has the same properties, so the two are proportional; neither vanishes, since $\langle\theta|\chi\rangle\ne0$. Permuting this projection gives the projections of all products with $p$ spins $\beta$, and these span $V$. Hence the functions $\sigma\chi$ span $V$.

If an antisymmetric state of spin $S$ and $M=S$ is orthogonal to $\mathcal A(\phi\chi)$ for every spatial $\phi$, its spin component along $\chi$ vanishes. By antisymmetry so do those along all $\sigma\chi$, and the state is zero. This is a statement about a complete spatial basis. With a finite set of $\phi_k$ the energy depends on which $\chi$ is chosen, and using all $f$ spin functions with the same $\phi_k$ can lower it.

The dimension of $V$ follows by counting. $S_+$ maps the functions with $M=S$ onto those with $M=S+1$, and $V$ is its kernel, so

$$f=\binom Np-\binom N{p-1},$$

with the second term absent for $p=0$.

## Second derivation: project in space

Spin can be left out from the start. Take the tableau, $s$ and $a$ as given, acting on spatial functions. Permutations are unitary, so $s$ and $a$ are Hermitian projectors, and $sas$ is Hermitian. The step to prove is that $sas$ is proportional to a projector.

For any permutation $g$, the product $ags$ is a number times $as$. There are two cases.

1. Some row holds labels $x,y$ whose images $g(x),g(y)$ share a column. Let $u=(x\,y)\in R$ and $t=(g(x)\,g(y))\in C$, so that $gu=tg$. Since $us=s$ and $at=-a$, we have $ags=agus=atgs=-ags$, hence $ags=0$.
2. No row does. Each pair then sends one label to each column. The $p$ pairs fill the second column, and unpaired labels go to the first. A column permutation $c^{-1}$ can therefore return every image to the row it came from. Then $c^{-1}g=q\in R$, and $ags=acqs=\varepsilon(c)as$.

By linearity $a(sa)s=\kappa\,as$ for some number $\kappa$, and since $s^2=s$,

$$(sas)^2=s(asas)=\kappa\,sas .$$

To find $\kappa$, look at the coefficient of the identity. It is the same in $xy$ as in $yx$, so in $sas$ it equals that in $ass=as$, which is $1/(|R||C|)$. In $(sas)^2=(sas)^\dagger(sas)$ it is a sum of squares, so $\kappa>0$ and $e=sas/\kappa$ is a Hermitian projector. Multiplication $x\to xe$ in the $N!$-dimensional group algebra has trace $N!$ times the identity coefficient of $e$. The trace of a projection is the dimension $d$ of its image, so

$$d=\frac{N!}{\kappa|R||C|},\qquad e=\frac{d}{N!}|R||C|\,sas. \tag{5}$$

Since $e$ commutes with $H$, $\langle e\phi_k|H|e\phi_l\rangle=\langle\phi_k|He^2|\phi_l\rangle=\langle\phi_k|H|e\phi_l\rangle$. Expanding the one remaining $e$ and using (1) gives the first equality in (2).

The two operators agree if $d=f$. For real coefficients $x_g$, the coefficient of $\tau$ in $x\Lambda$ is

$$\sum_gx_g\,\varepsilon(g^{-1}\tau)\langle\chi|g^{-1}\tau\chi\rangle=\varepsilon(\tau)\langle\tilde x\chi|\tau\chi\rangle,\qquad \tilde x=\sum_g\varepsilon(g)x_gg .$$

It vanishes for all $\tau$ when, and only when, $\tilde x\chi=0$, because $\tilde x\chi$ lies in the span of the $\tau\chi$. The spaces $\{x\Lambda\}$ and $\{\tilde x\chi\}$ therefore have equal dimension, which is $d=f$.

## What each derivation assumes

The first assumes the Pauli principle and a definite spin function. It needs no theorem about tableaux to reach (3), and (3) holds for any normalized $\chi$. It yields matrix elements of the electronic wave function itself, including the factor $1/f$.

The second assumes a tableau and the commutation of $H$ with permutations. It does not mention spin, and it shows directly that a projector is at work. By itself it does not say which electronic spin belongs to the tableau; identity (4) supplies that.

Both fail if the particles differ in mass or in external potential, since $H$ then no longer commutes with every permutation. With spin–orbit coupling the factorization in (3) fails, and the second derivation has no spin-free $H$ to start from. Neither derivation of the single sum needs Gaussians. Equation (1) is what makes every term an integral of the same known kind.

## Three electrons in a trap

For $N=3$ and $S=1/2$ we have $p=1$, $|R|=|C|=2$, $f=2$ and $\kappa=6/(2\cdot2\cdot2)=3/4$. With $s=\tfrac12[1+(12)]$ and $a=\tfrac12[1-(13)]$,

$$4sas=2s-2s(13)s=1+(12)-\tfrac12\big[(13)+(23)+(123)+(132)\big],$$

and $e$ is one third of this. Take $\omega=1$ Ry and, in bohr$^{-2}$,

$$A_k=\begin{pmatrix}0.35&-0.10&-0.05\\-0.10&0.60&-0.20\\-0.05&-0.20&0.75\end{pmatrix},\quad
A_l=\begin{pmatrix}0.75&-0.05&-0.30\\-0.05&0.40&-0.10\\-0.30&-0.10&0.70\end{pmatrix}.$$

For normalized Gaussians the formulas above give these terms, where $\sigma$ is written as $\sigma(1)\sigma(2)\sigma(3)$:

| $\sigma$ | $e_\sigma$ | overlap | $H$ (Ry) |
|---|---|---|---|
| 123 | 1/3 | 0.845929 | 9.916378 |
| 213 | 1/3 | 0.970086 | 11.622121 |
| 132 | −1/6 | 0.831481 | 9.724784 |
| 321 | −1/6 | 0.863176 | 10.148152 |
| 231 | −1/6 | 0.835617 | 9.776988 |
| 312 | −1/6 | 0.986288 | 11.850972 |

The projected overlap is $1.816015/3-3.516562/6=0.019245$. The projected Hamiltonian element is $21.538499/3-41.500896/6=0.262684$ Ry. Dividing by $f=2$ gives 0.009622 and 0.131342 Ry for the antisymmetrized functions. Six integrals replace 36. The terms nearly cancel, so functions that the projector almost annihilates lose accuracy to rounding.

For the energies, 400 Gaussians were drawn at random in the form $\exp(-\sum a_ir_i^2-\sum b_{ij}r_{ij}^2)$. In bohr$^{-2}$, $a_i$ lay between 0.13 and 0.6 and $b_{ij}$ between −0.03 and 0.25, except that one pair in each function could reach about 4. The projected eigenvalue problem was diagonalized after nearly annihilated and nearly dependent functions had been dropped. Such Gaussians depend on scalar products alone, so they describe total $L=0$ and even parity. The levels below are the lowest of that sector. States with $L=1$, or with $L=0$ and odd parity, fall outside it and can lie lower. Without repulsion the factor $r_1+r_2-2r_3$ gives a doublet at 5.5 Ry, and the antisymmetric factor $r_1\times r_2+r_2\times r_3+r_3\times r_1$ gives a quartet at 6.5 Ry, both below the levels of the same spin found here. The triple product $r_1\cdot(r_2\times r_3)$ gives an $L=0$ quartet of odd parity at 7.5 Ry, also below the quartet found here. The separation computed below is therefore the one within the $L=0$, even-parity sector.

Without repulsion the levels can be found by hand. The lowest function, $e^{-\omega\sum r_i^2/4}$, has energy $4.5\omega$, and a polynomial factor of degree $n$ first appears $n$ quanta higher.

- Doublet: $a$ annihilates a constant. At degree 2, $h=r_1^2+r_2^2-2r_3^2$ survives: $ah=\tfrac32(r_1^2-r_3^2)$ and $sah=\tfrac34h$, which shows $\kappa=3/4$ again. The level is 6.5 Ry.
- Quartet: $e$ is the full antisymmetrizer. Each $r_i^2$ and each $r_i\cdot r_j$ is unchanged by some exchange, so degree 2 gives nothing. At degree 4, $r_1^2\,(r_1\cdot r_3)$ is not annihilated. The level is 8.5 Ry.

| energies in Ry | no repulsion | repulsion, $K=200$ | repulsion, $K=400$ |
|---|---|---|---|
| no projector | 4.5009 | 7.417 | 7.404 |
| doublet | 6.5004 | 8.955 | 8.941 |
| quartet | 8.5007 | 10.601 | 10.592 |

The energies without repulsion lie less than 0.001 Ry above the oscillator levels. Without a projector the calculation finds the symmetric 4.5 Ry state, which both projectors remove.

With repulsion the values are variational upper bounds, apart from rounding, and they still fall by about 0.01 Ry when the basis is doubled. The third decimal is therefore not converged: a basis with the centre of mass held exactly in its ground state settles at 7.395 Ry for the symmetric state and 8.935 Ry for the doublet, 0.009 and 0.006 Ry below the $K=400$ values. In that basis the lowest quartet lies at 12.42 Ry, so the quartet level in the table carries centre-of-mass excitation. Rounded upward, the doublet bound is 8.941 Ry (121.65 eV) and the quartet bound 10.592 Ry (144.11 eV). Their difference, 1.65 Ry (22.5 eV), is an estimate and not a bound. Repulsion reduces the separation from its value of 2 Ry without repulsion.
